# Drude's integral for Brewster-angle ellipticity, and profiles it cannot distinguish

**Q.** At the Brewster angle the p-polarized reflection from a sharp boundary vanishes. You say that a transition layer of a few nanometres leaves a measurable remnant. What exactly is measured, and on what kind of interface?

**A.** Take a flat interface normal to \(z\). Light of vacuum wavelength \(\lambda\), with \(k_0=2\pi/\lambda\), arrives from a transparent medium of permittivity \(\varepsilon_1\) and passes into one of permittivity \(\varepsilon_2\neq\varepsilon_1\). Between them, in \(0<z<d\), the permittivity \(\varepsilon(z)\) is real, positive, local and isotropic, and \(k_0d\ll1\).

The quantity is \(\rho=r_p/r_s\). The time factor is \(e^{-i\omega t}\), and \(r_p\) is a ratio of magnetic amplitudes, which makes \(\rho=-1\) at normal incidence. With a layer present, \(\rho\) does not vanish at any angle in general, but its real part still crosses zero. The ellipticity is

\[
\bar\rho=\mathrm{Im}\,\rho\quad\text{at the angle where}\quad \mathrm{Re}\,\rho=0 .
\]

If the incident light is linearly polarized with equal p and s amplitudes, the reflected components there are a quarter period apart. The reflected light is an ellipse with axes along p and s and axis ratio \(|\bar\rho|\).

**Q.** A thin layer changes all the fields a little. Why should one integral over \(\varepsilon(z)\) be enough?

**A.** Because two field components are nearly constant across the layer. Let all fields vary as \(e^{iKx}\) along the surface, with \(K=k_0\sqrt{\varepsilon_1}\sin\theta\), and scale the magnetic field by the vacuum impedance. Maxwell's equations are then \(\nabla\times\mathbf E=ik_0\mathbf H\) and \(\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E\). For p light the magnetic field is \(H\) along \(y\). The \(x\) and \(z\) components of the second equation give

\[
H'=ik_0\varepsilon E_x,\qquad E_z=-\frac{K}{k_0\varepsilon}H .
\]

The \(y\) component of the first is \(E_x'-iKE_z=ik_0H\). Inserting \(E_z\),

\[
E_x'=ik_0\left(1-\frac{K^2}{k_0^2\varepsilon}\right)H .
\]

Both derivatives are proportional to \(k_0\), so \(H\) and \(E_x\) change across the layer by a fraction of order \(k_0d\). The normal field \(E_z\) follows \(1/\varepsilon\) and may change strongly. If \(\varepsilon\) comes close to zero inside the layer, \(E_x'\) is large and the argument fails. If \(\varepsilon\) is large, \(H'\) is large, and the change of \(H\) is of order \(k_0d\,\varepsilon\) instead.

**Q.** You want a change relative to a sharp step. Where do you put the step?

**A.** Anywhere in or near the layer, at \(z_s\). Let \(\varepsilon_0(z)\) be \(\varepsilon_1\) before \(z_s\) and \(\varepsilon_2\) after it. Integrate the two equations with \(H\) and \(E_x\) held constant, and subtract the changes that the step profile would give. What remains is a pair of jumps at \(z_s\) between the waves extrapolated from the two media:

\[
[H]=ik_0E_x\Gamma,\qquad [E_x]=-\frac{iK^2}{k_0}H\Lambda,
\]
\[
\Gamma=\int(\varepsilon-\varepsilon_0)\,dz,\qquad
\Lambda=\int\left(\frac1\varepsilon-\frac1{\varepsilon_0}\right)dz .
\]

**Q.** Those integrals depend on \(z_s\), so the answer will too.

**A.** Separately they do. Let us match the waves first. Measure distance from \(z_s\) as \(\zeta\), let \(q_j=\sqrt{k_0^2\varepsilon_j-K^2}\), and define \(Z_j=q_j/\varepsilon_j\). In medium 1, \(H=e^{iq_1\zeta}+r_pe^{-iq_1\zeta}\); in medium 2, \(H=te^{iq_2\zeta}\). Since \(E_x=H'/(ik_0\varepsilon)\), the values of \(E_x\) at \(\zeta=0\) are \(Z_1(1-r_p)/k_0\) and \(Z_2t/k_0\). Evaluating the small right-hand sides with the fields of medium 2, which costs only second-order terms, the jumps read

\[
t-(1+r_p)=iZ_2\Gamma t,\qquad Z_2t-Z_1(1-r_p)=-iK^2\Lambda t .
\]

Hence \(1+r_p=t(1-iZ_2\Gamma)\) and \(Z_1(1-r_p)=t(Z_2+iK^2\Lambda)\). Dividing one by the other and solving for \(r_p\),

\[
r_p=\frac{Z_1(1-iZ_2\Gamma)-Z_2-iK^2\Lambda}{Z_1(1-iZ_2\Gamma)+Z_2+iK^2\Lambda}.
\]

The Brewster angle \(\theta_B\) of the sharp step is where \(Z_1=Z_2\). Squaring, \((k_0^2\varepsilon_1-K^2)\varepsilon_2^2=(k_0^2\varepsilon_2-K^2)\varepsilon_1^2\), so \(k_0^2\varepsilon_1\varepsilon_2(\varepsilon_2-\varepsilon_1)=K^2(\varepsilon_2^2-\varepsilon_1^2)\). With \(S=\varepsilon_1+\varepsilon_2\),

\[
K^2=\frac{k_0^2\varepsilon_1\varepsilon_2}{S},\qquad q_j=\frac{k_0\varepsilon_j}{\sqrt S},\qquad Z_1=Z_2=Z=\frac{k_0}{\sqrt S}.
\]

The first relation means \(\sin^2\theta_B=\varepsilon_2/S\), or \(\tan^2\theta_B=\varepsilon_2/\varepsilon_1\). The numerator of \(r_p\) has lost its zeroth-order part, so the denominator is needed only to zeroth order, where it is \(2Z\):

\[
r_p=-\frac{i(Z^2\Gamma+K^2\Lambda)}{2Z}
=-\frac{ik_0}{2\sqrt S}\left(\Gamma+\varepsilon_1\varepsilon_2\Lambda\right).
\]

Now your objection can be answered. The combination in brackets is

\[
\int\left[\varepsilon+\frac{\varepsilon_1\varepsilon_2}{\varepsilon}-\left(\varepsilon_0+\frac{\varepsilon_1\varepsilon_2}{\varepsilon_0}\right)\right]dz ,
\]

and the inner bracket equals \(\varepsilon_1+\varepsilon_2\) whether \(\varepsilon_0\) is \(\varepsilon_1\) or \(\varepsilon_2\). The step position has dropped out. Over a common denominator,

\[
\Gamma+\varepsilon_1\varepsilon_2\Lambda=\eta\equiv\int\frac{(\varepsilon-\varepsilon_1)(\varepsilon-\varepsilon_2)}{\varepsilon}\,dz .
\]

**Q.** You still have to divide by \(r_s\), which the layer also changes.

**A.** It does, but \(r_p\) is already first order, so a first-order change of \(r_s\) affects \(\rho\) only at second order. For the sharp step, continuity of \(E_y\) and \(E_y'\) gives \(r_s=(q_1-q_2)/(q_1+q_2)=(\varepsilon_1-\varepsilon_2)/S\) at \(\theta_B\). Therefore

\[
\rho=-\frac{ik_0\sqrt S}{2(\varepsilon_1-\varepsilon_2)}\,\eta ,
\]

and with \(k_0/2=\pi/\lambda\),

\[
\boxed{\;\bar\rho=\frac{\pi}{\lambda}\,\frac{\sqrt{\varepsilon_1+\varepsilon_2}}{\varepsilon_2-\varepsilon_1}\int\frac{(\varepsilon-\varepsilon_1)(\varepsilon-\varepsilon_2)}{\varepsilon}\,dz\;}
\]

This is Drude's formula. With the time factor \(e^{+i\omega t}\) the sign of \(\bar\rho\) is reversed. A layer whose permittivity lies between those of the media has \(\eta<0\); one outside that range has \(\eta>0\), so layers of the two kinds can cancel.

The division also shows a limit of validity. If \(\varepsilon_2\to\varepsilon_1\) while a film of a different permittivity stays between them, the step part of \(r_s\) vanishes but the film's own s reflection does not. The predicted \(\bar\rho\) then diverges, and the expansion has failed.

**Q.** You evaluated \(\rho\) at \(\theta_B\), but defined \(\bar\rho\) at the true zero of \(\mathrm{Re}\,\rho\). Does that spoil the first-order result?

**A.** No. The s fields obey \(E_y'=ik_0U\) and \(U'=ik_0(\varepsilon-K^2/k_0^2)E_y\), where \(U\) is defined by the first equation. At fixed angle \(K/k_0\) is fixed, so for both polarizations the derivative of the field pair is \(ik_0\) times a real matrix. The field ratios in the outer media are real as well. Each reflection coefficient, referred to the front of the layer, is thus a power series in \(ik_0\) with real coefficients. Even orders are real and odd orders are imaginary.

At \(\theta_B\), \(\mathrm{Re}\,\rho\) therefore starts at second order. Since the sharp-step \(\rho\) crosses zero there with finite slope, the true angle is displaced by a second-order amount. That displacement changes the first-order \(\mathrm{Im}\,\rho\) at third order, which is also where its own next term stands. Relative to \(\bar\rho\), the error of Drude's formula is of order \((k_0d)^2\), unless contributions of opposite sign nearly cancel in \(\eta\), the two media are nearly index-matched around a film of different permittivity, or the permittivity of the layer lies far outside the range of the two media. For a 2 nm film with \(\varepsilon=2.25\) between \(\varepsilon_1=1.77\) and \(\varepsilon_2=1.80\) at 633 nm, the full-wave \(\bar\rho\) is 24 % below Drude's value. For a 2 nm film between \(\varepsilon_1=1\) and \(\varepsilon_2=2.25\) at the same wavelength it is 1.5 % below for \(\varepsilon=6.5\) and 10 % below for \(\varepsilon=16\), about 40 and 260 times \((k_0d)^2\).

**Q.** Then measuring \(\bar\rho\) gives the profile?

**A.** It gives one number, \(\eta\), and here are two profiles that share it. Write the integrand as

\[
f(\varepsilon)=\varepsilon+\frac{\varepsilon_1\varepsilon_2}{\varepsilon}-\varepsilon_1-\varepsilon_2 .
\]

The replacement \(\varepsilon\to\varepsilon_1\varepsilon_2/\varepsilon\) merely exchanges the first two terms. It also exchanges the end values \(\varepsilon_1\) and \(\varepsilon_2\), but reflecting the layer in \(z\) restores them. So every profile \(\varepsilon(z)\) that joins both media continuously has a partner (in special cases itself)

\[
\tilde\varepsilon(z)=\frac{\varepsilon_1\varepsilon_2}{\varepsilon(d-z)}
\]

with the same thickness, the same end values and exactly the same \(\eta\). Start from the linear grade, with \(\Delta=\varepsilon_2-\varepsilon_1\):

\[
\varepsilon_a(z)=\varepsilon_1+\Delta\,\frac zd .
\]

Then \(\varepsilon_a(d-z)=\varepsilon_2-\Delta z/d\), and dividing by \(\varepsilon_1\varepsilon_2\) gives

\[
\frac1{\varepsilon_b(z)}=\frac1{\varepsilon_1}-\left(\frac1{\varepsilon_1}-\frac1{\varepsilon_2}\right)\frac zd .
\]

The first profile is linear in \(\varepsilon\), the second in \(1/\varepsilon\). Both are monotone.

**Q.** I would like to see the integrals, not just the symmetry.

**A.** Let \(L=\ln(\varepsilon_2/\varepsilon_1)\). For profile \(a\) the mean of \(\varepsilon\) over the layer is \(S/2\) and the mean of \(1/\varepsilon\) is \(L/\Delta\). For profile \(b\) the mean of \(1/\varepsilon\) is \(\tfrac12(1/\varepsilon_1+1/\varepsilon_2)=S/(2\varepsilon_1\varepsilon_2)\). Its mean of \(\varepsilon\) is \(L/(1/\varepsilon_1-1/\varepsilon_2)=\varepsilon_1\varepsilon_2L/\Delta\). The two terms of \(f\) have swapped values, and in both cases

\[
\eta=d\left[\frac S2+\frac{\varepsilon_1\varepsilon_2L}{\Delta}-S\right]
=-d\left[\frac{\varepsilon_1+\varepsilon_2}{2}-\frac{\varepsilon_1\varepsilon_2}{\varepsilon_2-\varepsilon_1}\ln\frac{\varepsilon_2}{\varepsilon_1}\right].
\]

As a limiting case take a weak contrast with mean permittivity \(\bar\varepsilon\). With \(s=z/d\), the numerator of Drude's integrand is \(-\Delta^2s(1-s)\), whose mean is \(-\Delta^2/6\). So \(\eta\simeq-\Delta^2d/(6\bar\varepsilon)\), and \(\bar\rho\) vanishes in proportion to \(\Delta\).

**Q.** Give me numbers for a surface I might meet.

**A.** Take the regime of a polished optical glass in air under a red laser, with these values chosen for the example: \(\varepsilon_1=1\), \(\varepsilon_2=2.25\), \(\lambda=633\) nm and \(d=2\) nm. Then \(k_0d=0.0199\) and \(\theta_B=56.31^\circ\). The integral is

\[
\eta=-2\left[1.625-\frac{2.25}{1.25}\ln 2.25\right]\text{nm}=-0.3307\ \text{nm}.
\]

The prefactor is \((\pi/633)\sqrt{3.25}/1.25=7.158\times10^{-3}\) per nm, so

\[
\bar\rho=7.158\times10^{-3}\times(-0.3307)=-2.367\times10^{-3}.
\]

As an angle, \(\arctan|\bar\rho|=0.136^\circ\). In the middle of the layer the profiles differ clearly: \(\varepsilon_a=1.625\) and \(\varepsilon_b=1.385\).

**Q.** Equal first-order integrals do not prove equal reflections. What do the full wave equations say?

**A.** Integrated numerically through the layer, they give \(\bar\rho\) larger in magnitude than Drude's value by a fraction \(1.4\times10^{-6}\) for profile \(a\) and \(9.6\times10^{-6}\) for profile \(b\). Both fractions are far below \((k_0d)^2=3.9\times10^{-4}\). When the thickness was doubled, with everything else fixed, each fraction grew by a factor within 0.1 of four, as the order argument requires.

The profiles do separate in the second-order displacement of the Brewster angle, which is \(-3.2\times10^{-4}\) degrees for \(a\) and \(-1.5\times10^{-4}\) degrees for \(b\). To use the difference, \(1.6\times10^{-4}\) degrees or \(2.8\times10^{-6}\) rad, one must also know the glass index \(n\) well enough. From \(\tan\theta_B=n\) in air, \(d\theta_B=dn/(1+n^2)=dn/3.25\). An index error of about \(9\times10^{-6}\) would imitate the whole difference.

**Q.** Then I will leave the Brewster angle and measure at several angles.

**A.** At first order that does not help. Moving the step by \(\delta z_s\) changes \(\Gamma\) by \(\Delta\,\delta z_s\); in the example \(\Gamma\) runs from \(-1.25\) nm with the step at \(z=0\) to \(+1.25\) nm at \(z=d\). So a position with \(\Gamma=0\) exists. For s light the layer's first-order effect is the jump \([E_y']=-k_0^2\Gamma E_y\), which vanishes for that choice. For p light only \(\Lambda\) remains, and it equals \(\eta/(\varepsilon_1\varepsilon_2)\). Referring \(r_p\) and \(r_s\) to another plane multiplies both by the same phase, which cancels in \(\rho\). Hence, at first order, the layer enters \(\rho\) through \(\eta\) alone at every angle of incidence.

**Q.** And several wavelengths?

**A.** If the permittivities do not depend on wavelength, \(\eta\) is the same number each time and \(\bar\rho\) just scales as \(1/\lambda\). With dispersion, \(\eta\) varies and may exclude candidate materials. Yet a partner defined by \(\tilde\varepsilon=\varepsilon_1\varepsilon_2/\varepsilon\) at each wavelength would still match. Whether any material has that dispersion is a separate question.

**Q.** Does the measurement tell me at least how thick the layer is?

**A.** For an isotropic layer with \(\eta<0\) it gives a lower bound. Adding and subtracting \(2\sqrt{\varepsilon_1\varepsilon_2}\),

\[
f(\varepsilon)=\frac{(\varepsilon-\sqrt{\varepsilon_1\varepsilon_2})^2}{\varepsilon}-(\sqrt{\varepsilon_2}-\sqrt{\varepsilon_1})^2 .
\]

The first term is never negative, so for \(\eta<0\) the thickness is at least \(|\eta|/(\sqrt{\varepsilon_2}-\sqrt{\varepsilon_1})^2\). A uniform film with \(\varepsilon=\sqrt{\varepsilon_1\varepsilon_2}\) attains the bound. In the example its permittivity is 1.5 and its thickness is \(0.3307/0.25=1.32\) nm. This third profile has the same \(\eta\), and its full-wave \(\bar\rho\) differs from Drude's value by a fraction \(2.7\times10^{-5}\).

There is no matching upper bound inside the thin-layer regime, because a film with \(\varepsilon\) close to \(\varepsilon_1\) adds very little to \(\eta\) per nanometre. Nor does the order of sublayers matter at first order. Cutting profile \(a\) into 1000 slices and shuffling them changed \(\mathrm{Im}\,\rho\) at \(\theta_B\) by a fraction \(4.5\times10^{-5}\).

**Q.** How thick may the layer become before the formula fails?

**A.** That depends on the profile. For the linear grade, held at \(\theta_B\), \(\mathrm{Im}\,\rho\) exceeds Drude's value in magnitude by 0.03 % at 20 nm, 0.2 % at 50 nm and 0.9 % at 100 nm. The last case has \(k_0d\) near one, so the small error reflects a small coefficient for this profile and is not a general licence. At 100 nm \(\mathrm{Re}\,\rho\) at \(\theta_B\) has already reached 0.023.

**Q.** Scaling your 20 nm error down to 2 nm gives \(3.05\times10^{-6}\), yet you quoted \(1.4\times10^{-6}\).

**A.** The smaller figure belongs to the true zero of \(\mathrm{Re}\,\rho\), the larger to \(\theta_B\). At 2 nm, raising the angle by \(0.01^\circ\) from \(\theta_B\) increases the magnitude of \(\mathrm{Im}\,\rho\) by 0.0052 %. The displacement of \(-3.15\times10^{-4}\) degrees therefore lowers it by a fraction \(1.6\times10^{-6}\), which accounts for the difference.

At \(0.01^\circ\) above \(\theta_B\), \(\mathrm{Re}\,\rho=2.8\times10^{-4}\); at \(0.01^\circ\) above the true zero it is \(2.7\times10^{-4}\). Either is about 12 % of \(|\bar\rho|\). The two parts add in quadrature, so an instrument that reads \(|\rho|\) alone would be high by 0.7 %; one that separates them is hardly affected.

**Q.** Is a real polished surface anything like this?

**A.** The index of 1.5 and the red wavelength are ordinary for optical glass. The 2 nm grade from air to glass is a rough stand-in for a porous or finely structured skin, whose lateral scale is no larger than its depth. Isotropy is an assumption that can be tested with a simple model. Suppose the layer consists of glass columns along \(z\) in air, much narrower than the layer is thick (an idealization at 2 nm), with a glass fraction \(g\) rising linearly from 0 to 1. Then \(\varepsilon_z\) is the linear profile, but the in-plane value \(\varepsilon_x\) is lower. In the equations \(H'\) contains \(\varepsilon_x\) and \(E_z\) contains \(\varepsilon_z\), so the integrand becomes \(\varepsilon_x+\varepsilon_1\varepsilon_2/\varepsilon_z-S\). The two-dimensional Bruggeman estimate is

\[
(1-g)\frac{\varepsilon_1-\varepsilon_x}{\varepsilon_1+\varepsilon_x}+g\,\frac{\varepsilon_2-\varepsilon_x}{\varepsilon_2+\varepsilon_x}=0 .
\]

Clearing denominators gives \(\varepsilon_x^2-B\varepsilon_x-\varepsilon_1\varepsilon_2=0\) with \(B=(2g-1)\Delta\), whose positive root is \(\varepsilon_x=\tfrac12\left(B+\sqrt{B^2+4\varepsilon_1\varepsilon_2}\right)\). The full-wave result for this layer is \(\bar\rho=-3.55\times10^{-3}\), and \(\eta=-0.496\) nm is 50 % larger in magnitude than before.

**Q.** Exactly 50 %? That looks like an accident of your numbers.

**A.** It holds for any \(\varepsilon_1\) and \(\varepsilon_2\) when the Bruggeman estimate is used with a linear fraction. Averaging over the layer, \(B\) runs evenly from \(-\Delta\) to \(\Delta\), and its odd part drops out:

\[
\langle\varepsilon_x\rangle=\frac1{2\Delta}\int_0^{\Delta}\!\sqrt{B^2+4\varepsilon_1\varepsilon_2}\,dB
=\frac1{2\Delta}\left[\frac{\Delta S}{2}+\varepsilon_1\varepsilon_2L\right].
\]

Here \(\Delta^2+4\varepsilon_1\varepsilon_2=S^2\) and \(\operatorname{arsinh}\!\big(\Delta/2\sqrt{\varepsilon_1\varepsilon_2}\big)=L/2\) were used. The isotropic layer had the mean \(S/2\) in this place. The change is \(-S/4+\varepsilon_1\varepsilon_2L/(2\Delta)\), which is half of \(\eta/d\). The figure belongs to the estimate, not to columns as such: for the example permittivities the Maxwell Garnett estimates with air or glass as host give 61 % and 41 %, and a square array of square glass columns gives 60 %.

The opposite geometry goes the other way. For roughness much wider than it is high, though still narrower than the wavelength, \(E_x\) and \(D_z\) are uniform from point to point along the surface, so \(\varepsilon_x=(1-g)\varepsilon_1+g\varepsilon_2\) and \(\varepsilon_1\varepsilon_2/\varepsilon_z=(1-g)\varepsilon_2+g\varepsilon_1\). Their sum is \(S\), the integrand vanishes at every depth, and \(\eta\to0\). The isotropic grade therefore does not describe gently sloped roughness.

Anisotropy also lowers the bound on thickness. In the Bruggeman estimate a uniform layer of columns with \(g=\tfrac12\) has \(\varepsilon_x=1.5\) and \(\varepsilon_z=1.625\), so the integrand is \(-0.365\), and it reaches \(\eta=-0.3307\) nm at a thickness of 0.90 nm, below the isotropic 1.32 nm. A weaker bound remains. In any mixture of the two media \(\varepsilon_x\) is at least the harmonic mean and \(\varepsilon_z\) at most the arithmetic mean, so the integrand is at least \(4\varepsilon_1\varepsilon_2/S-S=-\Delta^2/S\), reached at \(g=\tfrac12\) by upright lamellae normal to \(x\), a layer that is anisotropic in the plane. The thickness is then at least \(|\eta|S/\Delta^2\), or 0.69 nm in the example.

**Q.** What else would move the reading?

**A.** Adsorbed water. A film of 0.3 nm lying on top of the grade, with its permittivity set to 1.77 to imitate water at visible wavelengths, adds

\[
0.3\times\frac{0.77\times(-0.48)}{1.77}\ \text{nm}=-0.063\ \text{nm},
\]

or 19 % of \(\eta\). In a porous skin the water can sit in the voids instead, and then size and sign change. With the permittivity still taken linear in the volume fractions, the same amount spread evenly through the voids raises \(|\bar\rho|\) by 8 %, while filling the deepest voids lowers it by 27 %. A polished skin denser than the bulk glass would act in the opposite direction. Finally, 2 nm is only of the order of ten interatomic distances, so a smooth local \(\varepsilon(z)\) is itself an assumption whose error is not estimated here. For such a surface the wave-theory error of Drude's formula is negligible beside the uncertainty about what the layer is. The values for the two isotropic grades, the uniform film with \(\varepsilon=1.5\), the graded Bruggeman columns and the water film lying on top, all for glass in air, are in the numerical output.

## Calculated quantities

```
eps1, eps2 = 1.00, 2.25
wavelength = 633 nm
graded thickness d = 2.00 nm
k0*d = 0.01985, squared = 3.941e-04
sharp-step Brewster angle = 56.3099 deg
r_s at that angle, sharp step = -0.38462
prefactor = 7.157772e-03 per nm
Gamma, step at z=0 = -1.2500 nm
Gamma, step at z=d = 1.2500 nm
mid-layer eps, linear eps = 1.6250
mid-layer eps, linear 1/eps = 1.3846
uniform film eps = 1.5000
lowest integrand = -0.2500
Drude rho_bar = -2.366726e-03
|rho_bar| as angle = 0.1356 deg
linear eps: thickness = 2.0000 nm, eta = -0.330651 nm
  full-wave rho_bar = -2.366729e-03
  full-wave/Drude - 1 = 1.39e-06
  Brewster shift = -3.153e-04 deg
linear 1/eps: thickness = 2.0000 nm, eta = -0.330651 nm
  full-wave rho_bar = -2.366749e-03
  full-wave/Drude - 1 = 9.64e-06
  Brewster shift = -1.523e-04 deg
uniform film: thickness = 1.3226 nm, eta = -0.330651 nm
  full-wave rho_bar = -2.366791e-03
  full-wave/Drude - 1 = 2.75e-05
  Brewster shift = -2.682e-04 deg
shuffled/ordered slices - 1 = 4.50e-05
Finite thickness, linear eps, full-wave/Drude - 1:
  d = 20 nm: 3.05e-04, Re rho = 8.63e-04
  d = 50 nm: 1.99e-03, Re rho = 5.45e-03
  d = 100 nm: 8.70e-03, Re rho = 2.28e-02
  (these three at the sharp-step Brewster angle)
columnar layer: eta = -0.4960 nm
  full-wave rho_bar = -3.5501e-03
  change of eta = 50.0 %
adsorbed film: eps = 1.77, thickness = 0.30 nm
  added eta = -0.0626 nm
  change of eta = 18.9 %
angle error = 0.01 deg: Re rho = 2.817e-04
  change of Im rho = 0.0052 %
```
